Why convex semilocal energies misplace localized defect levels

**Question.** A semilocal density functional is used to find the level of an electron trap in silicon. The occupied defect eigenvalue, the empty defect eigenvalue and the difference of total energies give different answers, and sometimes the added electron does not stay on the defect. Why does this happen, and how large is the error in each case?

**Answer.** The cause is the shape of the energy between integer electron numbers. To see which quantities it spoils, the level must first be defined without an eigenvalue.

Let the defect have one localized, non-degenerate orbital with occupation n between 0 and 1. Let E(0) and E(1) be the total energies with the orbital empty and filled, at fixed atomic positions. The level is

A = E(1) − E(0).

For an acceptor these are the neutral and negative charge states, and A is the electron chemical potential at which their formation energies are equal. The algebra below is in atomic units; numbers are in eV and Å.

**What the energy should do between integers**

An open system with a fractional mean electron number is, at zero temperature, a statistical mixture of integer states. If the integer ground-state energies form a convex sequence, as is assumed here, the lowest mixture uses the two neighbouring integers with weights 1−n and n:

E_exact(n) = (1−n)E(0) + nE(1) = E(0) + nA.

This is a straight line. A semilocal functional instead treats n as a smooth amount of charge. For a frozen orbital whose full density has Coulomb self-repulsion J, the Hartree energy contains n²J/2, although one electron should not repel itself. Exact exchange contributes −n²J/2 and removes this term. Local exchange of an isolated spin-polarized orbital varies as −n^(4/3), so it cannot cancel a quadratic term at every n.

This argument shows that the cancellation fails, but does not prove convexity. The second derivative of −n^(4/3) is negative and grows without limit as n → 0, so an isolated orbital can even be concave there. Other electrons and orbital relaxation also matter. The sign must come from a calculation.

SiH3 is a small molecular model of a silicon dangling bond. It was computed with tetrahedral angles and Si–H bonds of about 1.5 Å, in the def2-SVP basis, while the last spin-up electron was added gradually to the cation. With PBE the energy lies below the straight line by 0.661, 0.897 and 0.680 eV at n = 0.25, 0.50 and 0.75. It is therefore convex in the sense that matters here: it sags below the chord. The digits quoted for this molecule belong to the def2-SVP basis; in def2-TZVP the midpoint sag is 0.888 eV, so the curvature K derived below drops by about 0.08 eV, from 7.18 to 7.10 eV.

The simplest curve with this shape and the correct endpoints is

E(n) = E(0) + nA − (K/2)n(1−n), with K > 0.

Its second derivative is K, and its midpoint lies K/8 below the line. The PBE midpoint gives K = 8 × 0.897 = 7.18 eV. At n = 0.25 and 0.75 the quadratic then predicts a sag of (7.18/2) × 0.1875 = 0.67 eV, close to both computed values.

Hartree–Fock behaves differently. With frozen orbitals its energy is linear in n, because the two self-terms cancel. Choosing the best orbitals at each n takes the minimum over a family of straight lines, which is a concave function. The computed midpoint lies 0.174 eV above the chord. A linear mixture of the complete PBE and Hartree–Fock functionals should then be straight at the midpoint for a Hartree–Fock fraction

0.897/(0.897 + 0.174) = 0.84.

A calculation with that fraction leaves a deviation of 0.002 eV. In def2-TZVP the Hartree–Fock deviation is 0.186 eV and the fraction is 0.83. The fraction belongs to this molecule; it is not a recommendation for a solid, where screening changes both curvatures.

**Why an eigenvalue misses the level**

Write the one-particle density matrix as a sum over orbitals φ_i with occupations f_i, and let h be the derivative of the energy with respect to it. The self-consistent orbitals satisfy hφ_i = ε_i φ_i. When the defect occupation n changes,

dE/dn = ⟨φ_d|h|φ_d⟩ + Σ_i f_i ε_i d⟨φ_i|φ_i⟩/dn.

The last sum vanishes because the orbitals stay normalized. Hence dE/dn = ε_d, which is Janak's theorem. For the quadratic curve,

ε_d(n) = A − K/2 + Kn = A + K(n − 1/2).

The empty eigenvalue is K/2 below the level and the filled one is K/2 above it. At half filling the eigenvalue equals A in this model.

For SiH3 the total energies give A = −9.042 eV. The empty eigenvalue is −12.454 eV, which is 3.41 eV too low relative to A. The filled one is −5.392 eV, which is 3.65 eV too high. The model value is K/2 = 3.59 eV for both, so a few per cent of the behaviour is not quadratic. In def2-TZVP, A moves by only 0.003 eV, while the two errors become 3.38 and 3.60 eV against K/2 = 3.55 eV. The half-filled eigenvalue, −9.090 eV, misses A by only 0.05 eV. Janak's theorem was tested separately: the energy slope around n = 0.75 and the eigenvalue there are both −7.250 eV.

These errors are relative to the same functional's own integer energies. Convexity alone does not move A. If the charge stays localized in both integer states, the total-energy difference is free of this particular error, though the functional may still have errors in E(0) and E(1).

**What happens to a delocalized state**

The host band responds differently. Consider M distant, identical sites sharing one electron, with occupations n_i that add to 1. Their energy relative to the empty sites is

Σ_i [n_i A − (K/2)(n_i − n_i²)] = A − K/2 + (K/2)Σ_i n_i².

Since Σ_i n_i² = 1/M + Σ_i(n_i − 1/M)², equal sharing is lowest for K > 0:

E_shared = A − (K/2)(1 − 1/M).

For K = 0.6 eV and five sites the shift is −0.3 × 0.8 = −0.24 eV, and a direct minimization over the occupations finds the same value. As M grows, the energy approaches A − K/2, the empty eigenvalue.

If a total charge x is spread equally, the energy is xA − (K/2)x(1 − x/M), with second derivative K/M. The curvature disappears in a large system, but the slope is wrong. An extended state can thus look free of convexity while its energy is still misplaced. This site model leaves out band dispersion, so it shows the mechanism and does not predict a band edge.

**One electron, two levels**

Now let a single electron be divided between the defect, with occupation n, and the host conduction edge, with occupation 1−n. Let C be the functional's own edge energy, taken as linear in its occupation because the host is large. Define the integer-state depth

D = C − A,

which is positive for a bound level. The total energy is E(0) + nA − (K/2)n(1−n) + (1−n)C. Subtracting E(0) + C, the energy with the electron wholly in the host, leaves

W(n) = −nD − (K/2)n(1−n).

With K = 0 this is linear, and its minimum lies at n = 1 for D > 0 and at n = 0 for D < 0. With K > 0,

dW/dn = −D − K/2 + Kn = 0

gives

n* = 1/2 + D/K, for |D| < K/2.

The second derivative is K > 0, so this is a minimum. The electron is shared although the two levels are not coupled. The defect eigenvalue relative to C is −D + K(n − 1/2), which vanishes at n*. The level is pinned to the band edge: if it were higher, charge would leave it and lower it, and if it were lower, charge would enter and raise it.

The energy gained relative to a host electron is what a total-energy calculation reports as the depth. Using D + K/2 = Kn*,

W(n*) = −n*(D + K/2) + Kn*²/2 = −Kn*²/2,

D_app = Kn*²/2.

To compare with D, substitute D = K(n* − 1/2):

D_app − D = (K/2)(n*² − 2n* + 1) = (K/2)(1 − n*)².

This excess is the spill error. Three regimes follow.

- For D ≥ K/2 the electron stays on the defect and D_app = D. The filled eigenvalue is still K/2 too high.
- For 0 ≤ D < K/2 part of the electron spills out and the level looks too deep, by at most K/8.
- For −K/2 < D < 0 there should be no bound level, but the functional reports one with depth Kn*²/2, which is less than K/8.

The largest error relative to the linear result is therefore K/8, at D = 0. For D ≤ −K/2 the electron is wholly in the host. If K < 0, as for Hartree–Fock, W is concave and its minimum is at an endpoint. There is then no spill in this model, but the filled eigenvalue is |K|/2 too low.

**Numbers for a trap in silicon**

Take D = 0.15 eV and K = 0.60 eV. The depth is in the regime of the vacancy–oxygen centre, whose acceptor level lies a little under 0.2 eV below the conduction edge as a rough value. The curvature is a round model value, not a measured property.

A value far below the molecular 7.18 eV is plausible because the crystal screens the charge and the trap orbital can spread over several atoms. The Born picture keeps only the screening. In it, a charge q in a cavity of radius R, inside a medium of dielectric constant ε_r, gains the energy (1 − 1/ε_r)q²/(2R). With q = 1 − n this lowers the curvature by (1 − 1/ε_r)/R. For silicon, with ε_r = 11.7 (the value used from here on), reducing 7.18 to 0.60 eV requires R = 2.0 Å. The 7.18 eV belongs to the cation-to-neutral step. For the neutral-to-anion step, which matches an acceptor, the PBE curvature of SiH3 is about 6.5 eV in def2-SVP and 6.1 eV with diffuse functions, and R becomes about 2.3 to 2.4 Å. This radius was solved for, not predicted, and it absorbs any effect of orbital spreading. It is of atomic size, where a macroscopic dielectric constant is only a rough guide, so K remains an estimate.

Before any spill, the filled eigenvalue would be at −0.15 + 0.30 = +0.15 eV relative to the edge, so a bound level looks unbound. The empty eigenvalue is at −0.15 − 0.30 = −0.45 eV, so the same level looks deep. After spill,

n* = 0.50 + 0.15/0.60 = 0.75,

D_app = 0.30 × 0.75² = 0.169 eV.

A quarter of the electron is in the host, yet the total-energy depth is only 0.019 eV too large, about 12% of D. At D = 0 the error would reach its maximum of 0.075 eV.

At 300 K an energy error of 0.019 eV changes a Boltzmann factor by 2.1, while the eigenvalue error of 0.30 eV changes it by about 10⁵. At 1300 K the factors are 1.2 and 15. These compare energies with all prefactors fixed. The vacancy–oxygen centre itself anneals out far below 1300 K, so the second pair only shows the scale for a trap that survives.

A deeper level with D = 0.45 eV and the same K does not spill. Its total-energy depth is 0.450 eV, but its filled eigenvalue suggests 0.150 eV.

**Coupling and lattice relaxation**

Suppose an electron can hop between the defect and a single host state with amplitude t. A state with amplitudes √n and √(1−n) adds −2t√(n(1−n)) to W. For small t the shared state gains energy at first order. With t = 0.020 eV the gain is about 2 × 0.020 × √(0.75 × 0.25) = 0.017 eV, and self-consistent diagonalization gives a depth of 0.186 eV. In the linear model the electron starts wholly on the defect, so the gain is second order, about t²/D = 0.003 eV, and the depth is 0.153 eV. In this two-state model, hopping thus raises the part of the error due to convexity from 0.019 to 0.034 eV. The result does not carry over to the dilute limit. The amplitude for hopping to any one extended state falls as one over the square root of the host volume, so the first-order gain from that state vanishes in a large host. The number of extended states grows with the volume, however, so together they can leave a finite second-order gain, which the two-state model does not describe.

Lattice relaxation acts the other way. If the lattice responds linearly to the defect charge, minimizing over its displacement adds −Rn² to W, where R is now the relaxation energy of the filled state. Since n² = n − n(1−n),

−nD − (K/2)n(1−n) − Rn² = −n(D + R) − [(K − 2R)/2]n(1−n).

The two-level formulas survive, with relaxed depth D + R and curvature K − 2R, as long as the latter is positive. With R = 0.10 eV and the relaxed depth held at 0.15 eV, the occupation rises to 0.875 and the apparent depth falls to 0.153 eV.

**Why a small supercell can hide the spill**

A localized charge in a periodic cell of edge L also interacts with its images and the neutralizing background. For a cubic cell this adds −sn², with s = α/(2ε_r L) and α the cubic Madelung constant. It has the same form as relaxation, so spill requires

D + s < (K − 2s)/2, or s < (K/2 − D)/2, or L > α/[ε_r(K/2 − D)].

For the example the limit is s = 0.075 eV, or L = 23.3 Å. A 216-atom cell has s = 0.107 eV and keeps the whole electron on the defect. Its filled eigenvalue is −0.15 + 0.30 − 2 × 0.107 = −0.06 eV, below the edge. A 1000-atom cell has s = 0.064 eV and lies just beyond the threshold.

Spilled charge must also fill host states. For a parabolic band the Fermi energy grows as density to the power 2/3, and the mean energy per electron is 3/5 of it. The cost is (3/5)E_F(1−n)^(5/3), where E_F is the Fermi energy of one whole electron in the cell. Its derivative vanishes at n = 1, so it leaves the threshold unchanged but limits the spill beyond it.

With silicon's anisotropic mass, six valleys and both spin directions available (one spin direction raises n by about 0.005 where there is spill), and after adding back the image energy of a full localized charge, the results are:

- 216 atoms: n = 1.000, depth 0.150 eV
- 1000 atoms: n = 0.965, depth 0.150 eV
- 8000 atoms: n = 0.846, depth 0.157 eV

The dilute limit is n = 0.75 and 0.169 eV. For these parameters, enlarging the cell brings out the spill error. This comparison assumes a continuously filled band; coarse sampling of the band would change the filling cost. Residual host curvature is minor: taking it as K/216 changes the dilute depth by 0.0003 eV.

**How far this applies to a real calculation**

The assumption most seriously broken is that the functional's conduction edge is right. Semilocal functionals make the silicon gap too small by roughly half an eV, and the share belonging to each band edge is a separate question. If the host edge were 0.30 eV too low while A stayed correct, D would change from 0.15 to −0.15 eV. Then n* = 0.25 and D_app = 0.30 × 0.25² = 0.019 eV: a trap 0.15 eV deep would look almost unbound. That change is much larger than the original spill error.

For a small edge shift, differentiating D_app = (D + K/2)²/(2K) gives dD_app/dD = n*, so the fraction of the electron on the defect sets the sensitivity. Temperature matters as well. A rough gap formula for silicon, extrapolated to high temperature, gives a decrease of 0.37 eV between 300 and 1300 K. Only its size, a few tenths of an eV, should be relied on, but that is enough to show that a depth computed with static band edges should not be carried unchanged to a hot process step.

Under the conditions of this model, the remedy depends on where the electron is. If it is localized in both charge states, the total-energy difference avoids the K/2 eigenvalue error. If it has spilled, that difference no longer compares the intended integer states, and the occupation must be corrected before the level can be read. In either case the host edge needs its own correction. The numerical output below lists the def2-SVP cation-to-neutral values and the model values used here.

Table of computed values

```
SiH3 cation to neutral, fixed geometry, def2-SVP
PBE level from total energies: -9.042 eV
PBE empty eigenvalue: -12.454 eV
PBE half-filled eigenvalue: -9.090 eV
PBE filled eigenvalue: -5.392 eV
Janak slope at n=0.75: -7.250 eV
PBE eigenvalue at n=0.75: -7.250 eV
PBE deviation from line, n=0.25: -0.661 eV
PBE deviation from line, n=0.5: -0.897 eV
PBE deviation from line, n=0.75: -0.680 eV
Bare K from midpoint: 7.177 eV
Bare K from eigenvalue spread: 7.062 eV
Hartree-Fock midpoint deviation: 0.174 eV
Hartree-Fock fraction for straight line: 0.838
Mixture midpoint deviation: 0.002 eV
Silicon trap, rough model parameters
Curvature K: 0.60 eV
Integer-state depth D: 0.15 eV
Cavity radius linking bare K to K: 2.00 A
Empty eigenvalue relative to edge: -0.450 eV
Filled eigenvalue before spill: 0.150 eV
Defect occupation after spill: 0.750
Apparent depth: 0.1687 eV
Excess depth from spill: 0.0187 eV
Largest spill error, at D=0: 0.0750 eV
Five-site sharing energy shift: -0.240 eV
Spill Boltzmann factor, 300 K: 2.07
K/2 Boltzmann factor, 300 K: 109591.8
Spill Boltzmann factor, 1300 K: 1.18
K/2 Boltzmann factor, 1300 K: 14.6
Deeper level: total-energy depth: 0.450 eV
Deeper level: filled-eigenvalue depth: 0.150 eV
Neglected effects, same trap
Host edge too low by: 0.30 eV
  defect occupation then: 0.250
  apparent depth then: 0.0187 eV
Hopping tested: 0.020 eV
  convex-model depth: 0.1864 eV
  linear-model depth: 0.1526 eV
Relaxation energy tested: 0.10 eV
  occupation at same relaxed D: 0.875
  apparent depth: 0.1531 eV
Critical cell edge, images only: 23.3 A
216 atoms: n=1.000, depth=0.1500 eV
  image=0.1072 eV, full-electron filling=0.1295 eV
1000 atoms: n=0.965, depth=0.1504 eV
  image=0.0643 eV, full-electron filling=0.0466 eV
8000 atoms: n=0.846, depth=0.1565 eV
  image=0.0322 eV, full-electron filling=0.0117 eV
Depth change from host curvature K/216: 0.00026 eV
Rough gap change, 300 to 1300 K: -0.37 eV
```
